# How fast natural occupation numbers decay, and what truncation costs

**Question.** The natural orbitals of a correlated Coulomb wave function are ordered by decreasing occupation $n_k$. How does $n_k$ fall off at large $k$, what sets the prefactor, and how large is the error in the norm and in the energy when $K$ orbitals are kept? How many natural orbitals does helium need for 1 meV?

**Answer.** At large $k$, provided the opposite-spin on-top pair density does not vanish identically, the occupations follow the law $n_k\simeq(B/k)^{8/3}$ in each spin channel, with $B$ fixed by the integral of the $3/8$ power of the on-top pair density. The discarded occupation falls as $K^{-5/3}$ and the discarded kinetic energy as $1/K$; for a two-electron singlet the energy error also falls as $1/K$. The two-term energy law gives about 660 natural orbitals for 1 meV in helium, and the neglected terms raise this by about one per cent. This count is for natural orbitals taken in order of occupation; orbitals chosen for the energy need fewer. The derivation below is a leading-order semiclassical one. It is not a rigorous proof, and its results are checked numerically on models where they could fail.

## Conventions

Algebra is in atomic units. $\Psi$ is a bound eigenstate of a nonrelativistic Coulomb Hamiltonian, with clamped point nuclei or a smooth trap, and of $S_z$. It is then fixed by a spatial function $\Phi$, which I choose real (the Hamiltonian is real, so within a degenerate level real combinations exist), normalised to 1, in which $N_\alpha$ coordinates belong to $\alpha$ electrons and $N_\beta$ to $\beta$ electrons, antisymmetric within each group. The density matrix of spin $\sigma$ is
$$\gamma_\sigma(\mathbf r,\mathbf r')=N_\sigma\int\Phi(\mathbf r,X)\,\Phi(\mathbf r',X)\,dX ,$$
where $\mathbf r$ is the coordinate of one $\sigma$ electron and $X$ collects the others. Its eigenvalues $n_1\ge n_2\ge\dots$ sum to $N_\sigma$, and each member of a degenerate set gets its own $k$. The opposite-spin on-top density is
$$P(\mathbf r)=N_\alpha N_\beta\int\Phi^2\big|_{\mathbf r_\alpha=\mathbf r_\beta=\mathbf r}\,dX' ,$$
with $X'$ the remaining $N-2$ coordinates. Same-spin pairs vanish at coalescence, so $P$ is half the on-top value of the pair density normalised to $N(N-1)$. I write $I_q=\int P^q\,d^3r$.

For a two-electron singlet $\Phi=\Psi(\mathbf r_1,\mathbf r_2)$ is real and symmetric, so as an integral kernel it has real eigenvalues $c_k$ and orthonormal real eigenfunctions:
$$\Psi=\sum_kc_k\,\varphi_k(\mathbf r_1)\varphi_k(\mathbf r_2).$$
Inserting this in $\gamma_\sigma$ and using orthonormality gives $n_k=c_k^2$, and $P=\Psi(\mathbf r,\mathbf r)^2$.

## The cusp and its momentum tail

With $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$ (unit Jacobian), the kinetic energy of a pair is $-\tfrac14\nabla_R^2-\nabla_r^2$. Near $r=0$ the singular terms of the Schrödinger equation are $-\nabla_r^2\psi+\psi/r$. Take $\psi=r^l(1+br)Y_{lm}$. Since $\nabla^2(r^sY_{lm})=[s(s+1)-l(l+1)]\,r^{s-2}Y_{lm}$, the term $r^l$ is annihilated and the term $br^{l+1}$ gives $b[(l+1)(l+2)-l(l+1)]r^{l-1}=2(l+1)b\,r^{l-1}$. The terms of order $r^{l-1}$ must cancel, so $-2(l+1)b+1=0$ and
$$b=\frac1{2(l+1)} .$$
An opposite-spin pair with nonzero on-top amplitude has $l=0$, $b=1/2$. A same-spin pair is odd in $\mathbf r$, starts at $l=1$ and has $b=1/4$.

I take the structure near a pair coalescence, away from other particles, to be $\Psi=\xi+r\eta$ with $\xi,\eta$ smooth functions of the Cartesian coordinates. The smooth part has a Fourier transform that decays faster than any power. The leading non-smooth part of the singlet is $\tfrac12r\,\Psi(\mathbf R,\mathbf R)$.

The transform $\hat f(\mathbf p)=\int e^{-i\mathbf p\cdot\mathbf r}f\,d^3r$ of $f=r$ follows from $\nabla^2r=2/r$. The left side transforms to $-p^2\hat f$, the right side to $2\cdot4\pi/p^2$, so for $p\neq0$
$$\hat f(p)=-\frac{8\pi}{p^4}.$$

A kernel $A(\mathbf R)f(\mathbf r_1-\mathbf r_2)$ with slowly varying $A$ acts on a wave packet at position $\mathbf R$ with momentum $\mathbf p$ as a convolution, and so multiplies it by $A(\mathbf R)\hat f(\mathbf p)$. This multiplier is the symbol of the operator. For the singlet kernel at large $p$ it is
$$c(\mathbf r,\mathbf p)=-\frac{4\pi\,\Psi(\mathbf r,\mathbf r)}{p^4}.$$
For a ground state with $\Psi(\mathbf r,\mathbf r)>0$ the small amplitudes $c_k$ are therefore negative at this order. Since $\gamma_\sigma$ is the square of the kernel, its symbol is
$$n(\mathbf r,\mathbf p)=\frac{16\pi^2P(\mathbf r)}{p^8}.\qquad(1)$$

## More than two electrons, and the nuclei

In $\gamma_\alpha(\mathbf r,\mathbf r')$ the first factor $\Phi(\mathbf r,X)$ contains a term $\tfrac12|\mathbf r-\mathbf r_j|\Phi_j$ for each $\beta$ partner $j$, where $\Phi_j$ is the value at coalescence, and the second factor contains $\tfrac12|\mathbf r'-\mathbf r_m|\Phi_m$. For $j=m$ the integral over $\mathbf r_j$ is a convolution of $r/2$ with $r/2$, with symbol $(4\pi/p^4)^2$, weighted by $\int\Phi_j^2\,dX'$. The $N_\beta$ partners contribute equally, and with the prefactor $N_\alpha$ the weight is $N_\alpha N_\beta\int\Phi_j^2=P$. This reproduces (1). For $j\ne m$ the kink $|\mathbf r-\mathbf r_j|$ is integrated over $\mathbf r_j$ against a factor that is smooth in $\mathbf r_j$ except at three-particle coalescences, so no singularity at $\mathbf r=\mathbf r'$ of the same order arises; the three-particle points have vanishing volume and are neglected. Exchanging $\alpha$ and $\beta$ gives the same $P$, so both spin channels obey (1) even when $N_\alpha\neq N_\beta$.

A same-spin pair has the non-smooth part $(\mathbf a\cdot\mathbf r)\,r/4$. A function homogeneous of degree $\nu$ has a transform homogeneous of degree $-(\nu+3)$, as rescaling $\mathbf r$ in the integral shows. Here $\nu=2$, the amplitude is of order $p^{-5}$ and its square, $p^{-10}$, is subleading to (1).

The electron–nucleus cusp has the form $r_1\,g(\mathbf r_1,\mathbf r_2)$ with $g$ smooth in the partner coordinate away from the nucleus. It is singular at one fixed point and not along $\mathbf r_1=\mathbf r_2$, so it does not add to the large-$p$ symbol over any finite volume.

## Counting orbitals

Divide space into cells of volume $\Delta V$ over which $P$ is nearly constant. In a cell the eigenfunctions of an operator with symbol (1) are plane waves, and periodic quantisation gives $\Delta V\,d^3p/(2\pi)^3$ of them. Those with occupation above $n$ have $p<p_c(\mathbf r)$, where
$$p_c=\left(\frac{16\pi^2P}{n}\right)^{1/8}.$$
Their number is
$$k(n)=\int\frac{d^3r}{(2\pi)^3}\frac{4\pi}{3}p_c^3=\frac1{6\pi^2}\int p_c^3\,d^3r=\frac{(16\pi^2)^{3/8}I_{3/8}}{6\pi^2}\,n^{-3/8}.$$
This is the Weyl law. With $(16\pi^2)^{3/8}=(4\pi)^{3/4}$, inversion gives
$$n_k\simeq\left(\frac Bk\right)^{8/3},\qquad B=\frac{(4\pi)^{3/4}}{6\pi^2}\,I_{3/8}.\qquad(2)$$
The exponent is the 8 of the squared cusp tail divided by the 3 dimensions of momentum space. With $p^{-10}$ in place of $p^{-8}$ it becomes $10/3$, the case of a fully polarised state, where $P\equiv0$. In atomic units $B$ is a pure number; in other units $I_{3/8}$, of dimension length$^{3/4}$, is divided by $a_0^{3/4}$, because the cusp slope is $1/(2a_0)$.

Since $p_c^3\propto P^{3/8}$ and $\int p_c^3=6\pi^2K$, keeping $K$ orbitals corresponds to the local cutoff
$$p_c^3(\mathbf r)=\frac{6\pi^2K}{I_{3/8}}\,P(\mathbf r)^{3/8}.\qquad(3)$$
The cell picture needs $p_c\gg|\nabla\ln P|$. This holds where $P$ is appreciable and $K$ is large, and fails in the outer region where $P\to0$; I assume that region adds a number of orbitals small against $K$. A correction of first order in $\nabla\ln P/p_c$ would be odd in $\mathbf p$, and a real symmetric kernel has a symbol even in $\mathbf p$, so the expected relative correction is of second order, $p_c^{-2}\propto K^{-2/3}$. The low power $3/8$ gives weight to regions of small $P$: spreading $P$ out as $\lambda^{-3}P(\mathbf r/\lambda)$ with $\lambda>1$ leaves $\int P$ unchanged and multiplies $I_{3/8}$, and hence $B$, by $\lambda^{3-9/8}=\lambda^{15/8}$.

## Truncation: occupation and kinetic energy

Replacing the sum by an integral, which is correct to relative order $1/K$,
$$\sum_{k>K}n_k\simeq B^{8/3}\int_K^\infty k^{-8/3}dk=\tfrac35B^{8/3}K^{-5/3}\qquad(4)$$
per spin. The same quantity resolved in space is the integral of (1) beyond the cutoff:
$$\int_{p>p_c}\frac{d^3p}{(2\pi)^3}\frac{16\pi^2P}{p^8}=\frac{4\pi\cdot16\pi^2P}{8\pi^3}\int_{p_c}^\infty\frac{dp}{p^6}=\frac{8P}{5p_c^5}.$$
By (3), $p_c^5=(6\pi^2K/I_{3/8})^{5/3}P^{5/8}$, so the discarded density is proportional to $P^{3/8}$ and integrates to $\tfrac85I_{3/8}(I_{3/8}/6\pi^2K)^{5/3}$. This agrees with (4), because $\tfrac35B^{8/3}=\tfrac35\cdot16\pi^2(I_{3/8}/6\pi^2)^{8/3}$ and $\tfrac35\cdot16\pi^2/6\pi^2=\tfrac85$.

The kinetic energy is $T=\sum_\sigma\sum_kn_kt_k$ with $t_k=\langle\varphi_k|-\tfrac12\nabla^2|\varphi_k\rangle$. The part carried by discarded orbitals has, per spin, the density
$$\int_{p>p_c}\frac{d^3p}{(2\pi)^3}\frac{p^2}{2}\frac{16\pi^2P}{p^8}=4P\int_{p_c}^\infty\frac{dp}{p^4}=\frac{4P}{3p_c^3}.$$
Inserting (3) gives $P/p_c^3=I_{3/8}P^{5/8}/(6\pi^2K)$. Both spins have the same $B$, so keeping $K$ orbitals of each,
$$\Delta T\simeq2\cdot\frac43\cdot\frac{I_{3/8}I_{5/8}}{6\pi^2K}=\frac{C_1}K,\qquad C_1=\frac{4\,I_{3/8}I_{5/8}}{9\pi^2}.\qquad(5)$$
The product $I_{3/8}I_{5/8}$ is dimensionless. The kinetic tail exceeds the occupation tail by a factor of order $p_c^2\propto K^{2/3}$, because the discarded orbitals are rapidly oscillating. Results (2), (4) and (5) hold at leading order for any $N$ with $P\not\equiv0$.

## Truncation: energy of a two-electron singlet

Let $\Psi_K$ be the first $K$ terms and $\delta=\Psi-\Psi_K=\sum_{k>K}c_k\varphi_k\varphi_k$. The products $\varphi_k\varphi_k$ are orthonormal, so $\langle\delta|\delta\rangle=\sum_{k>K}n_k$ is given by (4) and $\langle\Psi_K|\Psi_K\rangle=1-\langle\delta|\delta\rangle$. Write $\Psi_K=\Psi-\delta$ in $\langle\Psi_K|H-E|\Psi_K\rangle$. The three terms that contain $\Psi$ vanish, because $(H-E)\Psi=0$ and $H$ is Hermitian. For $E_K=\langle\Psi_K|H|\Psi_K\rangle/\langle\Psi_K|\Psi_K\rangle$ this gives the identity
$$E_K-E=\frac{\langle\delta|H-E|\delta\rangle}{\langle\Psi_K|\Psi_K\rangle}.\qquad(6)$$
For a one-electron operator $o$, $\langle\varphi_k\varphi_k|o_1+o_2|\varphi_l\varphi_l\rangle=2o_{kl}\delta_{kl}$, since the spectator electron supplies the overlap $\delta_{kl}$. The kinetic part of the numerator is thus $2\sum_{k>K}n_kt_k=\Delta T$. The external potential $v$ contributes $2\int v\cdot8P/(5p_c^5)\,d^3r\propto K^{-5/3}\int vP^{3/8}$, an integral that converges for a nuclear $-Z/r$ and for a harmonic trap. The term $-E\langle\delta|\delta\rangle$ is also of order $K^{-5/3}$, and the denominator changes the result at relative order $K^{-5/3}$.

The repulsion remains. At fixed $\mathbf R$, $\delta$ is a function of $\mathbf r$ with transform $-4\pi\Psi(\mathbf R,\mathbf R)/p^4$ for $p>p_c$ and zero below. Expanding both factors $\delta$ in plane waves and using the transform $4\pi/|\mathbf p-\mathbf q|^2$ of $1/r$,
$$\int\frac{\delta^2}r\,d^3r=16\pi^2P\int\!\!\int\frac{d^3p\,d^3q}{(2\pi)^6}\frac1{p^4q^4}\frac{4\pi}{|\mathbf p-\mathbf q|^2}.$$
The average over the angle between $\mathbf p$ and $\mathbf q$ is
$$\frac12\int_{-1}^1\frac{d\mu}{p^2+q^2-2pq\mu}=\frac1{2pq}\ln\left|\frac{p+q}{p-q}\right| .$$
The constants combine to $16\pi^2\cdot4\pi\cdot(4\pi)^2/(2\pi)^6=16/\pi$, and the radial weight is $p^2q^2/(p^4q^4\cdot2pq)=1/(2p^3q^3)$. With $p=p_c/a$, $dp/p^3$ becomes $a\,da/p_c^2$ on $0<a<1$, and likewise $q=p_c/b$:
$$\int\frac{\delta^2}r\,d^3r=\frac{8P}{\pi p_c^4}J,\qquad J=\int_0^1\!\!\int_0^1ab\,\ln\left|\frac{a+b}{a-b}\right|da\,db .$$
By symmetry $J$ is twice the part with $a<b$; setting $a=ub$ gives $J=2\int_0^1b^3db\int_0^1u\ln\frac{1+u}{1-u}\,du$. The series $\ln\frac{1+u}{1-u}=2\sum_{m\ge0}u^{2m+1}/(2m+1)$ turns the $u$ integral into $\sum_m2/[(2m+1)(2m+3)]=\sum_m[\frac1{2m+1}-\frac1{2m+3}]=1$. Hence $J=2\cdot\tfrac14\cdot1=\tfrac12$, and the density is $4P/(\pi p_c^4)$. From (3), $p_c^4=(6\pi^2K/I_{3/8})^{4/3}P^{1/2}$, so
$$E_K-E\simeq\frac{C_1}K+\frac{C_2}{K^{4/3}},\qquad C_2=\frac4\pi I_{1/2}\left(\frac{I_{3/8}}{6\pi^2}\right)^{4/3},\qquad(7)$$
with a remainder expected at order $K^{-5/3}$. Both terms are positive. Result (7) is derived for two electrons; identity (6) holds for more, but there $\delta$ is not a sum of orthogonal pair products and its evaluation is not attempted here.

Full CI in the same $K$ orbitals lies below $E_K$. One-electron operators do not couple $\delta$ to the kept space, because both orbitals of each term of $\delta$ lie outside it. The coupling through $1/r$ has a component at momentum $p<p_c$ of order $\int_{q>p_c}d^3q\,q^{-4}q^{-2}\sim p_c^{-3}$. Second-order perturbation theory gives $p_c^{-6}\int^{p_c}d^3p/p^2\sim p_c^{-5}\propto K^{-5/3}$. This is a scaling estimate; the helium data below test its smallness at one $K$, not its exponent.

Suppose that ordering by occupation fills the shells of principal number $n$ one after another. This is not general; for helium it holds at $X=3$ to 6, 8 and 10 and fails at $X=12$ and 13, where the two truncations still differ by less than 0.5% in the energy error. If complete shells up to principal number $X$ are then kept, $K=\sum_{n\le X}n^2=X(X+1)(2X+1)/6\simeq(X+\tfrac12)^3/3$, and the leading term is $3C_1/(X+\tfrac12)^3$, which tends to $3C_1/X^3$ only with a relative correction $3/(2X)$; this is the form of the $X^{-3}$ basis-set extrapolation, to the extent that a basis family resembles natural orbitals.

## How well the law holds in models

Hooke's atom with $\omega=1/2$ ($\hbar\omega=13.61$ eV) has the closed-form state $\Psi\propto(1+r_{12}/2)\,e^{-(r_1^2+r_2^2)/4}$ with $E=54.42$ eV. Its kernel was diagonalised by partial waves on a radial grid; the output follows the text. Here $I_{3/8}=1.0603$ Å$^{3/4}$. With $a_0^{3/4}=0.529177^{0.75}=0.6204$ Å$^{3/4}$ and $(4\pi)^{3/4}/6\pi^2=0.11271$, $B=0.11271\times1.0603/0.6204=0.1926$.

The tests confirm that every amplitude after the first is negative up to $k=3993$. The exponent fitted over $k=1000$–$4000$ is $-2.68$, against $-2.67$, and the mean of $k\,n_k^{3/8}/B$ over $k=2000$–$4000$ is 1.006. At $K=3993$ the occupation tail, $7.46\times10^{-9}$, is 1.009 times (4), and the kinetic tail, 0.0715 meV, is 1.006 times (5); a linear extrapolation in $K^{-2/3}$ brings the kinetic ratio to 1.001.

Single occupations approach the law slowly. The ratios of $n_k$ to (2) are $1.134\times10^{-4}/2.666\times10^{-5}=4.3$ at $k=10$, then 1.18, 1.09 and 1.01 at $k=100$, 1000 and 4000. A shift $\Delta k$ in the count changes $n_k$ by the fraction $\tfrac83\Delta k/k$, so the 9% at $k=1000$ amounts to about 33 places. I conjecture that this combines the steps of the $(2l+1)$-fold multiplets with the smooth $K^{-2/3}$ correction; it was not analysed.

The energy $E_K$ was computed by direct quadrature of $\Psi_K$, tested against (6) at three values of $K$, and compared with (7), where $C_1=0.2838$ eV and $C_2=0.1406$ eV:

| $K$ | $E_K-E$ (meV) | $C_1/K$ | two terms |
|---|---|---|---|
| 159 | 2.020 | 1.785 | 1.948 |
| 413 | 0.745 | 0.687 | 0.733 |
| 1001 | 0.302 | 0.284 | 0.298 |

The computed error exceeds the two-term value by 3.7%, 1.7% and 1.4% of that value. The repulsion term alone is 0.01435 meV at $K=1001$, against 0.01404 meV from $C_2/K^{4/3}$.

Further model functions, not eigenstates, test the structural claims; for them the cusp slope is built in and the spectrum is computed. A three-electron function, antisymmetric in two $\alpha$ electrons and with cusps to one $\beta$ electron, has $B=0.2187$ and mean ratios $k\,n_k^{3/8}/B$ of 1.04 ($\alpha$) and 1.01 ($\beta$); raised to the power $8/3$, these mean occupations about 10% and 3% above (2) over $k=1500$–$3000$. Omitting one of the two partners of the $\beta$ electron would change $B$ by $2^{3/8}=1.30$. This model has no $\alpha\alpha$ cusp, so the subleading role of same-spin pairs is tested separately: the triplet function $(r_1^2-r_2^2)(1+r_{12}/4)e^{-(r_1^2+r_2^2)/4}$ gives the exponent $-3.35$, against $-10/3$. The function $e^{-r_1-r_2}(1+r_{12}/2)$, with both cusps, gives the ratio 1.007. With the smooth factor $e^{-r_{12}^2/4}$ in place of the cusp factor, $k^{8/3}n_k$ falls between $k=100$ and 1000 to $5\times10^{-5}$ of its value instead of staying constant.

## Helium

The reference is a 95-term Hylleraas function for the nonrelativistic Hamiltonian with a fixed point nucleus, $E=-79.0144$ eV. It leaves out recoil, relativity and QED and is not a measured value. Going from 50 to 95 terms lowers the energy by 0.030 meV and changes the integrals $I_q$ by at most 0.15%. Its mean cusp slope is 0.929 Å$^{-1}$, 1.7% below the required 0.945 Å$^{-1}$, so three figures in what follows are the most that can be trusted; a fourth is carried only to keep the arithmetic reproducible. The law is applied with the required slope and the computed $P$.

The integrals are $I_{3/8}=0.9095$ Å$^{3/4}$, $I_{1/2}=0.6541$ and $I_{5/8}=0.5741$ Å$^{-3/4}$. Then
$$B=0.11271\times\frac{0.9095}{0.6204}=0.11271\times1.466=0.1652,\qquad B^{8/3}=8.22\times10^{-3},$$
$$C_1=\frac4{9\pi^2}\times0.5222=0.04503\times0.5222=0.0235\ \text{hartree}=0.640\ \text{eV},$$
$$C_2=1.2732\times0.6541\times\left(\frac{1.466}{59.22}\right)^{4/3}=0.0060\ \text{hartree}=0.1635\ \text{eV}.$$
At $K=659$, (7) gives $639.9/659+163.5/659^{4/3}=0.971+0.029=1.00$ meV. In Hooke's atom the computed error exceeded (7) by 1.7% at $K=413$ and 1.4% at $K=1001$; an excess of that size here would raise $K$ to about 670, and converged natural orbitals of helium reach 1 meV near $K=665$. By (2) and (4), at $K=659$ the last orbital kept has $n_K=2.5\times10^{-10}$ and the discarded occupation is $9.9\times10^{-8}$ per spin. These are values of the smooth law; a single occupation can differ from it by ten to twenty per cent at this $K$. For 10 meV the same formula gives $K=68$, that is $9.41+0.59$ meV, with a discarded occupation of $4\times10^{-6}$; at such $K$ the neglected terms and the shell steps matter ($K=68$ lies between the shell closures at 55 and 91), and the actual number is about ten per cent larger, near 75. A further decimal place in the energy costs roughly nine to ten times the orbitals ($659/68=9.7$ by the law, $665/75=8.9$ for the actual counts), while by (4) the norm deficit drops by the factor $4.35\times10^{-6}/9.89\times10^{-8}=44$.

These counts are not the smallest possible, because ordering by occupation minimises the norm deficit and not the energy error. Minimising the kinetic tail $\int 8P/(3p_c^3)\,d^3r$ at fixed $\int p_c^3\,d^3r=6\pi^2K$ gives $p_c^3\propto P^{1/2}$ and replaces $I_{3/8}I_{5/8}$ in $C_1$ by $I_{1/2}^2$. By the Cauchy–Schwarz inequality this is never larger, and for helium it is $0.6541^2/0.5222=0.82$ of it. Orbitals obtained by weighting the kernel with $(1-\tfrac12\nabla^2)^{1/4}$ on each side, truncating, and removing the weight reach 1 meV with about 590 functions and 10 meV with about 67.

Full CI in cc-pVTZ, cc-pVQZ and cc-pV5Z has $K=14$, 30 and 55 functions. The errors relative to the Hylleraas energy are 95.0, 35.7 and 15.6 meV, against 50.6, 23.1 and 12.4 meV from (7); the ratios 1.88, 1.55 and 1.25 decrease, which is a tested property. These Gaussian sets are not natural orbitals. At $K=14$ the difference can be seen: the first 14 natural orbitals of the cc-pV5Z function give an error of 57.3 meV, which is $57.3/50.6=1.13$ times the law. This figure still contains the incompleteness of cc-pV5Z; converged natural orbitals give about 55 meV, 1.09 times the law. Most of the cc-pVTZ excess thus comes from the shape of its functions and not from their number. Reoptimising the CI coefficients in these 14 orbitals gains 0.18 meV, 0.4% of the truncation error $57.3-15.6=41.7$ meV relative to the full cc-pV5Z energy.

At $K=14$ the single occupation and the tail sum agree with the law to very different degrees. In cc-pV5Z $n_{14}=3.2\times10^{-5}$ is 4.5 times the $7.2\times10^{-6}$ of (2). The tail beyond 14 is $5.67\times10^{-5}$, close to the $6.06\times10^{-5}$ of (4), but the basis value is too low. The basis has no orbitals beyond $k=55$, where (4) puts a further $4.93\times10^{-3}\times55^{-5/3}=0.6\times10^{-5}$, and it also underestimates the summed occupation of $k=15$ to 55; the converged tail is about $6.8\times10^{-5}$, 12% above (4). A likely reason, not tested, is that $k=14$ closes the $n=3$ shell, after which the occupations drop in a step, so that the smooth law runs through the staircase and the sum averages over it. Agreement of the tail to about 12% at so small a $K$ is beyond what the derivation guarantees.

## Table of computed values

```
hartree = 27.211386 eV, bohr = 0.529177 angstrom
p^4 FT[r exp(-r^2/8)]/(-8 pi) at test p: 1.0017; log integral 0.50000
Hooke: hbar omega = 13.6057 eV, E = 54.4228 eV, T = 18.0797 eV
Hooke: Psi(0,0) = 0.19646 A^-3, n_1 = 0.974289, n_2 = 0.007875
Hooke: I3 = 1.0603 A^0.75, I4 = 0.4585, I5 = 0.2184 A^-0.75
Hooke: B = 0.19262, B^(8/3) = 1.23739e-02
Hooke: C1 = 0.28379 eV, C2 = 0.14062 eV
Hooke: fitted exponent k=1000-4000: -2.6796 (law -2.6667)
Hooke: mean k n_k^(3/8)/B, k=2000-4000: 1.0062
Hooke: k=10: n_k = 1.1344e-04, law 2.6659e-05
Hooke: k=100: n_k = 6.7937e-08, law 5.7435e-08
Hooke: k=1000: n_k = 1.3461e-10, law 1.2374e-10
Hooke: k=4000: n_k = 3.0972e-12, law 3.0691e-12
Hooke: K=3993: occupation tail 7.4564e-09, ratio to law 1.0093
Hooke: K=3993: kinetic tail 0.07152 meV, ratio 1.0063
Hooke: K*kinetic tail/C1 extrapolated in K^(-2/3): 1.0008
Hooke: K=159: E_K-E = 2.0195 meV, C1/K = 1.7849 meV, two-term 1.9481 meV
Hooke: K=159: <d|1/r12|d> = 0.17372 meV, law 0.16325 meV
Hooke: K=413: E_K-E = 0.7450 meV, C1/K = 0.6871 meV, two-term 0.7329 meV
Hooke: K=413: <d|1/r12|d> = 0.04735 meV, law 0.04572 meV
Hooke: K=1001: E_K-E = 0.3018 meV, C1/K = 0.2835 meV, two-term 0.2976 meV
Hooke: K=1001: <d|1/r12|d> = 0.01435 meV, law 0.01404 meV
triplet model: fitted exponent k=500-2000: -3.349 (law -3.333)
both cusps: mean k n_k^(3/8)/B, k=800-1600: 1.0071
nuclear cusp only: k^(8/3) n_k at k=1000 over k=100: 5.39e-05
3 electrons: B = 0.2187, mean k n^(3/8)/B: alpha 1.0366, beta 1.0106
He: E(95 terms) = -79.01436 eV = -2.9037241 hartree
He: E(50)-E(95) = 0.0300 meV, max change of I_q 0.15 %
He: virial ratio 2.000001, mean cusp slope 0.9286 1/A (Kato 0.9449)
He: I3 = 0.9095 A^0.75, I4 = 0.6541, I5 = 0.5741 A^-0.75
He: int P = 0.7185 A^-3, I3*I5 = 0.5222
He: B = 0.1652, B^(8/3) = 8.2192e-03, (3/5)B^(8/3) = 4.9315e-03
He: C1 = 0.6399 eV = 0.02351 hartree, C2 = 0.1635 eV = 0.00601 hartree
He: orbitals for 10 meV: K = 68, n_K = 1.07e-07, tail 4.35e-06
He: orbitals for 1 meV: K = 659, n_K = 2.50e-10, tail 9.89e-08
He FCI/cc-pvtz: K=14, error 95.02 meV, law 50.55 meV, ratio 1.880
He FCI/cc-pvqz: K=30, error 35.73 meV, law 23.08 meV, ratio 1.548
He FCI/cc-pv5z: K=55, error 15.57 meV, law 12.42 meV, ratio 1.254
He 5Z natural orbitals: n_1 = 0.99197, n_14 = 3.220e-05, law n_14 7.219e-06
He 5Z, K=14: occupation tail 5.669e-05, law 6.064e-05
He 5Z, K=14: error vs Hylleraas 57.32 meV, CI relaxation 0.180 meV
```
